# Occupation of a two-state trap after bias stress and recovery

## Problem

A trap in the gate oxide of a transistor has two states. It is either empty and neutral, or occupied by one carrier captured from the channel, in which case its charge shifts the threshold voltage. A stress bias is applied to the gate for 5 ms. The gate is then switched to a recovery bias, and the trap is left alone for 2 s. The capture time is 1 ms at the stress bias, and the emission time is 10 s at the recovery bias. The trap is empty when the stress begins.

(a) What is the probability that the trap is occupied at the end of the stress?

(b) What is this probability at the end of the recovery?

(c) Parts (a) and (b) can be answered with the two given times if emission during stress and capture during recovery are neglected. How large an error does this cause if the emission time at the stress bias is 10 s and the capture time at the recovery bias is 1000 s?

The bias at which each time holds is part of the data. The gate bias moves the trap level relative to the Fermi level of the channel, and the capture and emission times change with it. A capture time without a bias does not define the problem; the second variation below shows what happens if this is ignored.

## Hints

**Hint 1.** The capture time is the mean time that an empty trap waits before it captures a carrier at fixed bias. The emission time is the mean time that an occupied trap waits before it emits. If the chance of a jump per unit time is constant, what is that chance in terms of the mean waiting time?

**Hint 2.** Write a balance equation for the occupation $P(t)$, the probability that the trap is occupied. Capture can happen if the trap is empty, emission if it is occupied.

**Hint 3.** Solve the equation separately for each phase. A probability cannot jump when the bias is switched, so the final value of the first phase is the initial value of the second.

**Hint 4.** For part (c), write an equation for the difference between the occupation with the neglected process and the occupation without it. The sign of the source term tells you which of the two is larger, and this turns the equation into a bound.

## Solution

### The rate equation

Let the chance of a jump in a short time $dt$ be $r\,dt$ with constant $r$. The probability that no jump has happened up to time $t$ is then $e^{-rt}$, and the mean waiting time is

$$
\int_0^\infty t\, r e^{-rt}\,dt = \frac{1}{r}.
$$

The rate is therefore the inverse of the mean waiting time. At a fixed bias with capture time $\tau_c$ and emission time $\tau_e$, an empty trap captures at the rate $1/\tau_c$ and an occupied trap emits at the rate $1/\tau_e$. Weighting each rate with the probability of the state from which the jump starts gives

$$
\frac{dP}{dt} = \frac{1-P}{\tau_c} - \frac{P}{\tau_e}. \tag{1}
$$

To solve it, collect the terms in $P$:

$$
\frac{dP}{dt} = \frac{1}{\tau_c} - kP, \qquad k = \frac{1}{\tau_c}+\frac{1}{\tau_e}.
$$

The right-hand side vanishes at

$$
P_\infty = \frac{1/\tau_c}{k} = \frac{\tau_e}{\tau_c+\tau_e}, \tag{2}
$$

so that $dP/dt = -k(P-P_\infty)$. The distance from $P_\infty$ decays exponentially:

$$
P(t) = P_\infty + \left[P(0)-P_\infty\right]e^{-kt}. \tag{3}
$$

The approach to equilibrium is governed by the sum of the two rates, and hence mainly by the faster process. The equilibrium value depends on the ratio of the two times.

From here on, $\tau_c$ = 1 ms denotes the capture time at the stress bias and $\tau_e$ = 10 s the emission time at the recovery bias. The two times that the simple calculation neglects carry a prime: $\tau_e'$ is the emission time at the stress bias and $\tau_c'$ the capture time at the recovery bias.

### (a) Stress

Without emission, $\tau_e'\to\infty$. Equation (2) then gives $P_\infty = 1$, and the rate is $k = 1/\tau_c$. With $P(0)=0$, equation (3) becomes

$$
P_s = 1 - e^{-t_s/\tau_c}, \tag{4}
$$

where $t_s$ is the stress duration. The ratio of the times is $t_s/\tau_c = 5\ \text{ms}/1\ \text{ms} = 5$, so

$$
P_s = 1 - e^{-5} = 1 - 0.006738 = 0.993262 .
$$

After five capture times, the probability that the trap is still empty is about 0.7 %. Had the stress been much shorter than $\tau_c$, the expansion $e^{-x}\approx 1-x$ would give $P_s\approx t_s/\tau_c$, an occupation that grows linearly with stress time. Here the trap is far beyond that regime, and a longer stress could add less than 0.007 to $P_s$.

### (b) Recovery

Without capture, $\tau_c'\to\infty$. Now $P_\infty = 0$ and $k = 1/\tau_e$. The recovery starts from $P_s$, so after a recovery of duration $t_r$

$$
P = P_s\,e^{-t_r/\tau_e} = \left(1-e^{-t_s/\tau_c}\right)e^{-t_r/\tau_e}. \tag{5}
$$

The product has a direct meaning. To be occupied at the end, the trap must capture a carrier during the stress and then keep it throughout the recovery. The moment of capture does not matter for the second factor, because the chance of emission per unit time does not depend on how long the carrier has been in the trap.

With $t_r/\tau_e = 2\ \text{s}/10\ \text{s} = 0.2$,

$$
P = 0.993262\times e^{-0.2} = 0.993262\times 0.818731 = 0.813 .
$$

The trap is occupied with a probability of 0.813, or 81.3 %.

A single measurement on this trap does not find 81.3 % of a charge. It finds the trap either occupied or empty. The number 0.813 is the expected fraction of occupied outcomes when the same experiment is repeated from the empty state, or the expected occupied fraction in a large set of independent traps with the same times. If the occupied trap shifts the threshold voltage by a fixed amount, the mean remaining shift is 0.813 of that amount.

The result does not depend equally on the two given times. Taking the logarithm of equation (5) and differentiating gives

$$
\frac{\partial \ln P}{\partial \ln \tau_e} = \frac{t_r}{\tau_e} = 0.2,
\qquad
\frac{\partial \ln P}{\partial \ln \tau_c} = -\frac{t_s}{\tau_c}\,\frac{e^{-t_s/\tau_c}}{1-e^{-t_s/\tau_c}} = -\frac{5\times 0.006738}{0.993262}\approx -0.03 .
$$

These slopes hold for small changes. For a change of 10 %, equation (5) itself shows that a longer emission time raises $P$ by 1.8 % of its value, while a longer capture time lowers it by only 0.4 %. The stress has nearly filled the trap, so its details have little influence on what remains.

### (c) The neglected processes

**Emission during stress.** Let $P_0(t) = 1-e^{-t/\tau_c}$ be the occupation without emission, and let $P(t)$ be the occupation with it. They obey

$$
\frac{dP_0}{dt} = \frac{1-P_0}{\tau_c}, \qquad
\frac{dP}{dt} = \frac{1-P}{\tau_c}-\frac{P}{\tau_e'} .
$$

Subtracting the second equation from the first gives the equation for the loss $D = P_0-P$:

$$
\frac{dD}{dt} = -\frac{D}{\tau_c}+\frac{P}{\tau_e'}, \qquad D(0)=0 .
$$

Multiplication by $e^{t/\tau_c}$ turns the left-hand side and the first term on the right into the derivative of $De^{t/\tau_c}$. Integration from 0 to $t_s$ then yields

$$
D(t_s) = \frac{1}{\tau_e'}\int_0^{t_s} P(t)\,e^{-(t_s-t)/\tau_c}\,dt .
$$

Since $P\ge 0$, the loss is not negative. The same holds at every earlier time, so $P\le P_0$ throughout the stress. Replacing $P$ by $P_0$ under the integral can therefore only increase it:

$$
D(t_s) \le \frac{1}{\tau_e'}\int_0^{t_s}\left[e^{-(t_s-t)/\tau_c}-e^{-t_s/\tau_c}\right]dt
= \frac{\tau_c\left(1-e^{-t_s/\tau_c}\right)-t_s e^{-t_s/\tau_c}}{\tau_e'} . \tag{6}
$$

The second term in the bracket is constant because the factors $e^{-t/\tau_c}$ and $e^{+t/\tau_c}$ cancel. During recovery the loss shrinks by the factor $e^{-t_r/\tau_e}$, like the occupation itself. With $\tau_e'$ = 10 s, the final occupation is lowered by at most

$$
\frac{1\ \text{ms}\times 0.993262-5\ \text{ms}\times 0.006738}{10\ \text{s}}\times 0.818731 = 7.9\times10^{-5}.
$$

**Capture during recovery.** Count time from the start of the recovery. Without capture the occupation is $P_0(t) = P_s e^{-t/\tau_e}$. The gain $G = P-P_0$ obeys

$$
\frac{dG}{dt} = -\frac{G}{\tau_e}+\frac{1-P}{\tau_c'}, \qquad G(0)=0 .
$$

The source term is not negative, so $G\ge 0$ and $1-P\le 1-P_0$. The same integration as before gives

$$
G(t_r) \le \frac{1}{\tau_c'}\int_0^{t_r}\left[e^{-(t_r-t)/\tau_e}-P_s e^{-t_r/\tau_e}\right]dt
= \frac{\tau_e\left(1-e^{-t_r/\tau_e}\right)-P_s t_r e^{-t_r/\tau_e}}{\tau_c'} . \tag{7}
$$

With $\tau_c'$ = 1000 s this is

$$
\frac{10\ \text{s}\times(1-0.818731)-0.993262\times 2\ \text{s}\times 0.818731}{1000\ \text{s}} = 1.9\times10^{-4}.
$$

The two effects have opposite signs. If equation (3) is applied to each phase with all four times, the final occupation is 0.8133 instead of 0.8132. For these values the simple formula is accurate to the three digits quoted in part (b).

This conclusion depends on the assumed times. Both bounds are inversely proportional to the neglected time, so a capture time of 100 s at the recovery bias would raise the bound on the gain to about 0.002. With the stress and recovery durations used here, three correct digits require a neglected time much longer than the time that was kept in the same phase, and a factor of ten is not enough: with an emission time of 10 ms at the stress bias, the final occupation would be lower by 0.07, and with 100 ms still by 0.008. By the bounds (6) and (7), an error below 0.0005 needs an emission time at the stress bias above about 1.6 s (some 1600 capture times) and a capture time at the recovery bias above about 370 s (some 37 emission times). In such cases equation (3) should be used in full.

The duration of the recovery matters as well. Equation (5) tends to zero for long recovery, whereas equation (3) tends to $\tau_e/(\tau_c'+\tau_e)$. However small this value is, equation (5) falls below it if the recovery is long enough, and the simple formula then fails in relative terms.

Two further conditions lie in the model itself. The bias must switch so quickly that a jump during the transition is improbable. The trap must also have no further states: a trap that can pass through a metastable state need not have exponential waiting times, and equation (1) may then fail. Finally, the times used here are round values chosen for the exercise and refer to one trap at one temperature. A real oxide contains traps with widely spread times, so the total threshold shift of a device does not in general recover as the single exponential of equation (5).

## Variation 1: the trap is not empty at the start

*Let the trap be occupied with probability $P_i$ when the stress begins. How does the final occupation change, if emission during stress and capture during recovery are again neglected?*

During stress the probability of being empty decays from $1-P_i$ instead of from 1. Hence

$$
P_s = 1-(1-P_i)\,e^{-t_s/\tau_c} = \left(1-e^{-t_s/\tau_c}\right)+P_i\,e^{-t_s/\tau_c}.
$$

Multiplication by the recovery factor shows that the final occupation exceeds equation (5) by

$$
\Delta P = P_i\,e^{-t_s/\tau_c-t_r/\tau_e}.
$$

The largest change occurs for $P_i=1$, where $\Delta P = e^{-5.2} = 0.0055$. The final occupation is then $0.8132+0.0055 = 0.8187$, which is the factor $e^{-0.2}$ alone: a trap that is full from the start stays full during stress and has to survive the recovery.

The initial state has little influence here because the stress lasts five capture times. For $t_s\ll\tau_c$ the situation is reversed. The factor $e^{-t_s/\tau_c}$ is then close to 1, and the initial occupation is carried almost unchanged into the recovery.

## Variation 2: the same two times at both biases

*Suppose that the capture time is 1 ms and the emission time 10 s during the stress and also during the recovery. What is the occupation after each phase?*

Both processes now act in both phases, and equation (3) applies with the same constants throughout. The equilibrium occupation is

$$
P_\infty = \frac{10\ \text{s}}{0.001\ \text{s}+10\ \text{s}} = 0.9999,
$$

and the rate $k = 1000\ \text{s}^{-1}+0.1\ \text{s}^{-1}$ corresponds to a relaxation time of just under 1 ms. After 5 ms, starting from the empty state,

$$
P(5\ \text{ms}) = P_\infty\left(1-e^{-k\times 5\ \text{ms}}\right) = 0.9932 .
$$

After a further 2 s, which is about 2000 relaxation times, the occupation is 0.9999. It has risen during the "recovery".

The trap does emit in this case, at the same rate of 0.1 per second as before. But an emptied trap waits on average 1 ms before it captures again, so it is almost always found occupied. A long emission time alone does not set the pace of recovery, and a short one would not guarantee recovery either. What is needed is a change of bias that brings the equilibrium occupation (2) below the occupation reached during the stress, which, for a trap that was empty before the stress, requires a smaller ratio of emission time to capture time than at the stress bias. In the original problem this is achieved by the lengthening of the capture time from 1 ms at the stress bias to a value far above 10 s at the recovery bias.
